# Complete eigenvalue lists for fitting conductivity-relaxation transients

A program that fits conductivity-relaxation transients needs a setting for how the decay rates are found and how many are kept. This choice belongs to the diffusion model, not to an electronic-structure calculation. For a sheet that exchanges oxygen at both faces, the rates follow from the positive roots of

$$\beta\tan\beta=L,\qquad L=\frac{ak}{D}>0, \tag{1}$$

where $a$ is half the thickness, $D$ the chemical diffusion coefficient and $k$ the surface exchange coefficient. There is one root in each interval

$$n\pi<\beta_n<n\pi+\tfrac{\pi}{2},\qquad n=0,1,2,\ldots, \tag{2}$$

and there are no others. The recommended setting is therefore bisection inside each interval (2), which gives the complete list in order.

## The model behind the setting

The gas composition changes by a small step at $t=0$. $D$ and $k$ are constant, the new gas arrives at once, and conductivity is linear in oxygen content. Let $c_0$ and $c_\infty$ be the initial and final oxygen concentrations, $x$ the distance from the midplane divided by $a$, and $\tau=Dt/a^2$. The unrelaxed fraction is $v=(c_\infty-c)/(c_\infty-c_0)$.

Diffusion gives $v_\tau=v_{xx}$, with $v=1$ at $\tau=0$. Symmetry gives $v_x(0)=0$. At the surface, the outward diffusion flux $-D\,\partial c/\partial X$, with $X=ax$, equals $k(c-c_\infty)$. Dividing by $c_\infty-c_0$ and multiplying by $a/D$ gives

$$-v_x(1)=L\,v(1). \tag{3}$$

The current runs along the sheet, so its layers conduct in parallel and their conductivities are averaged. The measured relaxed fraction is thus $g=1-\int_0^1v\,dx$. A sheet sealed on one face obeys the same equations if $a$ is its full thickness.

## Why each interval holds one root

Insert $v=\varphi(x)e^{-\lambda\tau}$, so that $\varphi''=-\lambda\varphi$. Multiply by $-\varphi^*$ and integrate by parts. The boundary term vanishes at $x=0$, and at $x=1$ we use $\varphi'=-L\varphi$:

$$\lambda\int_0^1|\varphi|^2dx=\int_0^1|\varphi'|^2dx+L|\varphi(1)|^2. \tag{4}$$

The right side is real and not negative. It could vanish only for a constant $\varphi$ with $\varphi(1)=0$, which is no mode. Hence $\lambda=\beta^2>0$, and growing or oscillating modes are excluded.

The solution with zero slope at the midplane is $\varphi=\cos\beta x$. Condition (3) becomes $\beta\sin\beta=L\cos\beta$. If $\cos\beta$ were zero, $\sin\beta$ would have to be zero too, which is impossible. We may divide by $\cos\beta$ and obtain (1).

Now let $F(\beta)=\beta\tan\beta$. Its slope is

$$F'=\tan\beta+\frac{\beta}{\cos^2\beta}
=\frac{\beta+\sin\beta\cos\beta}{\cos^2\beta}>0, \tag{5}$$

because $|\sin\beta\cos\beta|=\tfrac12|\sin2\beta|<\beta$ for $\beta>0$. On interval (2), $F$ rises continuously from 0 to infinity and meets $L$ once. Between $n\pi+\pi/2$ and $(n+1)\pi$ the tangent is negative, and at $(n+1)\pi$ it is zero, so $F$ cannot equal a positive $L$ there.

## The bisection

Write $\beta=n\pi+\delta$. Since $\tan\beta=\tan\delta$, multiplying $F-L$ by $\cos\delta$ removes the singularity:

$$h_n(\delta)=(n\pi+\delta)\sin\delta-L\cos\delta. \tag{6}$$

For $0<\delta<\pi/2$ the factor $\cos\delta$ is positive, so $h_n$ has the sign of $F-L$ and the same single zero. At the ends,

$$h_n(0)=-L<0,\qquad h_n(\pi/2)=n\pi+\tfrac{\pi}{2}>0.$$

Evaluate $h_n$ at the midpoint. If it is positive, the midpoint becomes the upper end; otherwise it becomes the lower end. After $m$ halvings the bracket is $(\pi/2)/2^m$ wide, so ten halvings gain a factor of 1024. All $n$ can be treated together, and no starting guess is needed.

Roots and the weights derived below were tested against diagonalization of the diffusion operator in 32 even Legendre polynomials. For ten modes at each of $L=10^{-3}$, $0.1$, $1$, $10$ and $10^3$, the largest difference in $\beta^2$, divided by $1+\beta^2$, was $1.5\times10^{-11}$. The largest difference in a weight was $1.8\times10^{-12}$.

## Weights and two limits

For two different modes, integration by parts gives

$$(\beta_m^2-\beta_n^2)\int_0^1\varphi_m\varphi_n\,dx
=\big[\varphi_m\varphi_n'-\varphi_m'\varphi_n\big]_0^1=0,$$

since at $x=1$ the two terms are $-L\varphi_m\varphi_n$ and $+L\varphi_m\varphi_n$. The modes are orthogonal. They are also complete, as for any regular Sturm–Liouville problem on a finite interval. The initial state $v=1$ therefore has the coefficients

$$c_n=\frac{\int_0^1\cos\beta_nx\,dx}{\int_0^1\cos^2\beta_nx\,dx}
=\frac{\sin\beta_n/\beta_n}{\tfrac12+\sin\beta_n\cos\beta_n/(2\beta_n)}.$$

Averaging the mode over the sheet gives another factor $\sin\beta_n/\beta_n$, so its weight is $A_n=c_n\sin\beta_n/\beta_n$. From $\tan\beta_n=L/\beta_n$ we have

$$\sin^2\beta_n=\frac{L^2}{\beta_n^2+L^2},\qquad
\sin\beta_n\cos\beta_n=\frac{L\beta_n}{\beta_n^2+L^2}.$$

The denominator of $c_n$ becomes $(\beta_n^2+L^2+L)/[2(\beta_n^2+L^2)]$. The factor $\beta_n^2+L^2$ cancels, leaving

$$g=1-\sum_{n=0}^{\infty}A_ne^{-\beta_n^2\tau},\qquad
A_n=\frac{2L^2}{\beta_n^2(\beta_n^2+L^2+L)}. \tag{7}$$

For small $L$, $\tan\beta_0\approx\beta_0$ gives $\beta_0^2\approx L$ and $A_0\to1$. Then $g\approx1-e^{-kt/a}$: surface exchange limits the process, and the transient hardly determines $D$. For large $L$, each low root approaches $(n+\tfrac12)\pi$ and $A_n\to2/\beta_n^2$. Diffusion limits the process, and the transient hardly determines $k$. A fit for both needs an intermediate $L$, where the shape of the transient, chiefly the weight $A_0$ of the slowest mode, changes appreciably with $L$. The shape then fixes $L$, and the slow decay rate $\beta_0^2D/a^2$ fixes $D$.

## How many modes to keep

Suppose modes $0$ to $N-1$ are kept, with $N\ge2$. The omitted modes have $\beta_n>n\pi$. Dropping positive terms from the denominator in (7) gives both $A_n<2L^2/\beta_n^4$ and $A_n<2/\beta_n^2$. Comparing sums with integrals,

$$\sum_{n\ge N}\frac1{n^4}<\frac{1}{3(N-1)^3},\qquad
\sum_{n\ge N}\frac1{n^2}<\frac1{N-1}.$$

The omitted part $R_N$ of the sum therefore obeys

$$R_N\le e^{-N^2\pi^2\tau}\min\left\{\frac{2L^2}{3\pi^4(N-1)^3},\frac{2}{\pi^2(N-1)}\right\}. \tag{8}$$

The second entry is below 1 for every $N\ge2$. To keep the error below $\varepsilon$, as a fraction of the full step, it is enough to take

$$N\ge\max\left\{2,\frac1\pi\sqrt{\frac{\ln(1/\varepsilon)}{\tau_{\min}}}\right\}. \tag{9}$$

Here $\tau_{\min}$ belongs to the earliest sample and the smallest $D$ that the fit may try.

## Two audits for a missing mode

At $\tau=0$ nothing has relaxed, so $\sum A_n=1$. A second sum follows from the mean relaxation time. Let $W(x)=\int_0^\infty v\,d\tau$. Integrating the diffusion equation over time gives $W''=0-1=-1$, with $W'(0)=0$ and $-W'(1)=LW(1)$. Thus $W'=-x$ and $W=C-x^2/2$. The surface condition reads $1=L(C-\tfrac12)$, so $C=\tfrac12+1/L$. Averaging over $x$ subtracts $\tfrac16$ from $C$:

$$\sum_{n=0}^{\infty}\frac{A_n}{\beta_n^2}=\frac13+\frac1L,
\qquad t_{\rm mean}=\frac{a^2}{3D}+\frac ak. \tag{10}$$

The first audit is the more sensitive to higher modes, because the second divides their weights by $\beta_n^2$. Allow for the remainder (8), and check that no root occurs twice.

## How other searches lose modes

**Newton's method.** Apply it to $F-L$ from $\beta=n\pi$ with $n\ge1$. There $F=0$ and $F'=n\pi$, so the first step is $L/(n\pi)$. It stays inside interval (2) if

$$L<\frac{n\pi^2}{2}. \tag{11}$$

Differentiating (5) gives $F''=2(1+\beta\tan\beta)/\cos^2\beta>0$ on that interval. The curve lies above its tangents, so the first iterate lands to the right of the root, and later iterates descend to it. Condition (11) is thus sufficient. If it is violated, the first step reaches or crosses the singularity.

**A grid scan.** A search for sign changes of $F-L$ sees roots and singularities alike. Since $\tan\delta_n=L/\beta_n$, their separation is

$$\frac\pi2-\delta_n=\arctan\frac{\beta_n}{L}. \tag{12}$$

If this gap is smaller than the grid step, both changes vanish unless a grid point falls between them. For evenly spread grid starts, the lost fraction is one minus gap over step.

At $L=1000$ the first gap is 0.001569. With a step of 0.02 the predicted loss is 0.9215, and 400 starts gave 0.9225. Ten roots and ten singularities should produce 20 changes; the scans saw between 8 and 20, with a mean of 13.64.

The grid starting at 0.01 saw all 20, by a numerical coincidence. It contains 1.57, which lies between the first root at 1.5692 and the singularity at 1.5708. Because 157 steps make 3.14 instead of $\pi$, the corresponding grid point lies 0.0016 farther below the singularity on each further branch. By (12) the gap also widens, by about 0.0031 per branch, so the point stays near its middle on all ten branches. One successful scan therefore does not establish that a step is safe.

## A worked transient

Take a sheet 1 mm thick, so $a=0.05$ cm, with $D=5\times10^{-6}$ cm²/s and $k=10^{-3}$ cm/s. Then

$$L=\frac{0.05\times10^{-3}}{5\times10^{-6}}=10,\qquad
\frac{a^2}{D}=\frac{0.0025}{5\times10^{-6}}\ {\rm s}=500\ {\rm s}.$$

| $n$ | $\beta_n$ | $A_n$ | decay time (s) |
|---|---:|---:|---:|
| 0 | 1.4289 | 0.8743 | 244.9 |
| 1 | 4.3058 | 0.0839 | 27.0 |
| 2 | 7.2281 | 0.0236 | 9.6 |
| 3 | 10.2003 | 0.0090 | 4.8 |

For $n=1$, $\beta_1^2=18.54$, so $A_1=200/(18.54\times128.54)=0.0839$ and the decay time is $500/18.54=27.0$ s.

Twenty weights add to 0.99991; the shortfall is within the bound of $9.98\times10^{-5}$. Without mode 1 the sum is 0.916, and the audit fails plainly. The mean time is $500/3+50=216.7$ s, as the series also gives. At the first sample, $t=10$ s, twelve modes leave a remainder below $2.3\times10^{-16}$.

Newton's method does lose mode 1 here. The limits (11) for $n=1,2,3$ are 4.93, 9.87 and 14.80, so the first two starts are unsafe. From $\pi$ the first step is $10/\pi=3.18$, which leads to 6.32, just beyond $2\pi$. Starts with $n=1$ to $6$ end on branches 2, 3, 3, 4, 5 and 6.

To see the effect on a fit, noiseless data were made by integrating the diffusion equation in time on a spatial grid, with samples every 10 s up to 1000 s. They differ from series (7) by at most $7.8\times10^{-6}$ of the full step. Both fits below use the same data and the first 20 modes, except that the second omits mode 1.

- The complete series gives $k=1.0001\times10^{-3}$ cm/s and $D=4.9998\times10^{-6}$ cm²/s.
- Without mode 1, $k=7.05\times10^{-4}$ cm/s and $D=5.71\times10^{-6}$ cm²/s: errors of −29.5% and +14.1%.

The signs can be understood. The incomplete model has too little unrelaxed material at early times. A larger $A_0$ helps to replace it, and $A_0$ is nearer 1 at small $L$; the fitted $L$ indeed falls from 10 to 6.2. By (5) $\beta_0$ then falls as well, so $D$ must rise to keep the slow decay rate $\beta_0^2D/a^2$ nearly unchanged. The rms misfit is only 0.54% of the step and may look acceptable by itself. It is concentrated at early times, however: at the first sample the fitted curve is too high by about 3.7% of the step. Plot the residuals against time instead of relying on their rms value.

## Beside a real sample

These round parameters lie in the rough regime of dense lanthanum strontium cobalt ferrite perovskites near 1000 K. The value of $k$ is on the fast side, and real values depend strongly on surface condition and gas. Real measurements also break the model's assumptions. Each disturbance below was put into the data separately, and the simple model was refitted with all its modes. The disturbance sizes are assumptions.

| Disturbance | error in $k$ | error in $D$ |
|---|---:|---:|
| exponential gas lag, 5.5 s | −34.6% | +14.9% |
| $D$ 10% lower at old composition | −8.5% | −0.7% |
| $k$ 20% lower at old composition | −8.9% | +2.0% |
| conductivity curved by $0.05\,u(1-u)$ | +14.3% | −0.2% |
| side faces, bar 10 mm wide | +45.0% | −1.0% |

Errors are relative to the values of $k$ and $D$ at the new composition. Here $u=1-v$, and $D$ and $k$ vary linearly with $u$, $k$ following its surface value. The gas lag is modelled as one exponential with a time constant of 5.5 s. Of this, 1.64 s comes from flushing a 10 cm³ chamber at 1000 K with 100 standard cm³/min. The other 3.84 s is the time the flow needs to supply the sample's oxygen, for a 0.1 step in oxygen mole fraction, a 0.20 cm³ sample, 35 cm³/mol and an uptake of 0.01 oxygen atoms per formula unit.

Adding the two times gives the mean delay, but one exponential does not describe this chamber exactly, and it overstates the errors. In a well-mixed chamber, uptake lowers the oxygen content of the gas in proportion to the uptake rate. This acts as a resistance in series with the surface. With fast flushing and a supply time $t_s$, the apparent exchange coefficient is $k/(1+kt_s/a)$, about 7% low here, while $D$ is unchanged. With the 1.64 s flushing time included as well, the well-mixed chamber gives errors of about −18% in $k$ and +4% in $D$. The table row therefore shows the effect of an exponential lag of the stated length, not a prediction for this chamber.

The lag produces errors of the same signs as the missing mode. In both cases the early data lie below the model curve drawn with the true parameters. That the sizes are also similar is an accident of the assumed lag. The fitted parameters alone thus cannot tell a numerical fault from an experimental one. The weight audit can, because it does not use the data.

The side faces cause the largest error in $k$, although the bar is ten times wider than thick. The remedy is to multiply two unrelaxed fractions:

$$1-g_{\rm bar}=(1-g_{\rm thickness})(1-g_{\rm width}). \tag{13}$$

This holds because a product $v_1(x,t)v_2(y,t)$ of sheet solutions satisfies the two-dimensional diffusion equation, the initial value 1 and the exchange condition on each face. The width factor uses half the width in place of $a$, here with $L=100$, and its roots come from the same intervals (2). The mean time falls from 216.7 s to 203.5 s; a two-dimensional static calculation agrees within one part in $10^5$. Exchange at the end faces, noise, grain boundaries and temperature drift remain outside these estimates.

## Guidance

- Bisect (6) on every interval (2), starting with $n=0$, and recompute the roots whenever the fit changes $L$.
- Choose the number of modes from (9), and audit the list with $\sum A_n=1$. For the audit, extend the list until the bound (8) at $\tau=0$ is well below the weights whose loss would matter. With only two modes at $L=10$ the bound is 0.20, while losing mode 1 leaves a shortfall of 0.13, which would pass unnoticed.
- If Newton's method is wanted for speed, apply it to $F-L$ and start it from an upper bracket end that bisection has already moved off the singularity. The convexity of $F$ then guarantees descent to the right root. The function $h_n$ need not be convex, so this guarantee does not carry over to it.
- For a bar, use (13). Include the gas lag in the model unless it is shown to be negligible: in the example, an exponential lag of 2.5% of the mean time shifts the fitted $k$ by about a third. The shape of the lag matters as well as its length.
- Use another eigenvalue equation if the two faces have different exchange coefficients or the sample is not a sheet or bar. At $L=0$ there is no exchange, and $\beta_0$ becomes zero.

The numerical output below gives further roots and sampled values of the transient.

## Computed results

```
thickness 2a = 1.0 mm, half thickness a = 0.050 cm
D = 5.00e-06 cm2/s, k = 1.00e-03 cm/s
L = 10.000 (no unit), a^2/D = 500.0 s
largest root error vs diagonalization = 1.5e-11 (relative)
largest weight error vs diagonalization = 1.8e-12
n, lower end, root beta_n, upper end, weight A_n, decay time (s)
0   0.0000   1.428870   1.5708  0.874309  244.898
1   3.1416   4.305801   4.7124  0.083924   26.969
2   6.2832   7.228110   7.8540  0.023594    9.570
3   9.4248  10.200263  10.9956  0.008981    4.806
4  12.5664  13.214186  14.1372  0.004024    2.863
5  15.7080  16.259361  17.2788  0.002021    1.891
sum of 20 weights = 0.999910
bound on weight beyond 20 modes = 9.98e-05
sum of 20 weights without mode 1 = 0.915986
mean relaxation time, 20 modes = 216.6667 s
mean relaxation time, closed form = 216.6667 s
remainder bound, 12 modes, t = 10 s: 2.3e-16
Newton starts n*pi, n = 1..6, reach branches [2, 3, 3, 4, 5, 6]
Newton limit n*pi^2/2 for n = 1, 2, 3: 4.935, 9.870, 14.804
grid scans, L = 1000, step 0.02, 400 starts; 10 roots + 10 poles exist
sign changes seen: fewest 8, mean 13.64, most 20
sign changes seen from start 0.01: 20
first root-to-pole gap at L = 1000: 0.001569 rad
starts losing first pair: 0.9225, 1 - gap/step = 0.9215
t (s), g from series, g from time integration
    10 0.093197 0.093205
    50 0.273882 0.273887
   100 0.416738 0.416742
   300 0.743164 0.743165
  1000 0.985267 0.985267
largest difference in g = 7.8e-06
complete fit: k = 1.0001e-03 cm/s, D = 4.9998e-06 cm2/s
complete fit: rms misfit = 4.2e-07
fit without mode 1: k = 7.0503e-04 cm/s, D = 5.7066e-06 cm2/s
fit without mode 1: error k -29.5 %, D +14.1 %
fit without mode 1: rms misfit = 5.4e-03
gas: 1000 K, chamber 10 cm3, flow 100 sccm, O2 step 0.1
sample 0.20 cm3, 35 cm3/mol, uptake 0.01 O per formula
flush time = 1.64 s, supply time = 3.84 s
mean time with side faces = 203.516 s
neglected effect: error in fitted k, D (%), rms misfit
gas lag: -34.6, +14.9, 3.0e-03
D 10% lower in old gas: -8.5, -0.7, 9.3e-04
k 20% lower in old gas: -8.9, +2.0, 1.4e-04
curved conductivity, 0.05 u(1-u): +14.3, -0.2, 9.3e-04
side faces, width 10 mm: +45.0, -1.0, 1.4e-03
```
